# Zero Drude weight of open chains and the return of metallic response

## 1. Definitions and conventions

Take a chain of $N$ sites with spacing $a$, hopping energy $t$ and open ends. Electrons carry charge $q=-e$. With $F=\sum_{j=1}^{N-1}c_{j+1}^\dagger c_j$ (a sum over spin is understood), the hopping energy and the position operator are

$$H_{\rm hop}=-t(F+F^\dagger),\qquad X=a\sum_j j\,n_j .$$

The Hamiltonian $H$ may also contain site energies and density–density interactions. These commute with $X$. The length is $L=(N+1)a$, because the standing waves vanish one site beyond each end.

A uniform field $\mathcal E=-dA/dt$ along the chain enters through the phase of the hopping, $F\to e^{iqaA/\hbar}F$. The current operator at $A=0$ is

$$J=-\frac{\partial H}{\partial A}=\frac{iqat}{\hbar}(F-F^\dagger)=\frac{iq}{\hbar}[H,X].$$

The last equality holds because $F$ moves an electron by $+a$, so that $[F,X]=-aF$, $[F^\dagger,X]=aF^\dagger$ and $[H,X]=ta(F-F^\dagger)$.

The conductivity $\sigma$ is the current averaged over the length, divided by the field. It belongs to one chain and has the unit S m. The Drude weight $D$ is defined by

$$\mathrm{Re}\,\sigma(\omega)=D\,\delta(\omega)+\text{regular part}.$$

From Section 4 onward the electrons are independent, have two spin states and half fill the band. The Fermi velocity is then $v=2ta/\hbar$. The field is the one that acts on the electrons; Coulomb forces are weighed in Section 8.

## 2. Two contributions to the Drude weight

To second order in $A$,

$$H(A)=H-JA+\tfrac12\hat K A^2,\qquad \hat K=-\frac{e^2a^2}{\hbar^2}H_{\rm hop},$$

so the full current operator is $J-\hat KA$. Let $K=\langle\hat K\rangle$, $E_{n0}=E_n-E_0$, and let the field vary as $e^{-izt}$ with $\mathrm{Im}\,z>0$. Then $A=\mathcal E/(iz)$. First-order perturbation theory for $-JA$ gives

$$\langle J-\hat KA\rangle=\Big[-K+\sum_n\frac{2E_{n0}|J_{n0}|^2}{E_{n0}^2-(\hbar z)^2}\Big]A ,$$

and division by $L\mathcal E$ gives

$$\sigma(z)=\frac{i}{zL}\Big[K-\sum_n\frac{2E_{n0}|J_{n0}|^2}{E_{n0}^2-(\hbar z)^2}\Big].$$

Near $z=0$ the bracket is constant. Since $\mathrm{Re}\,[i/(\omega+i0)]=\pi\delta(\omega)$,

$$D=\frac{\pi}{L}\Big[K-2\sum_n\frac{|J_{n0}|^2}{E_{n0}}\Big].$$

The first term is the free acceleration of the electrons. The second is the backflow from virtual transitions. The same bracket is the curvature $d^2E_0/dA^2$: the term $\frac12\hat KA^2$ contributes $K$, and second-order perturbation theory in $-JA$ contributes the rest.

**The open chain.** Here $X$ is a legitimate operator, and $J_{n0}=(iq/\hbar)E_{n0}X_{n0}$. The backflow is therefore

$$2\sum_n\frac{|J_{n0}|^2}{E_{n0}}=\frac{2e^2}{\hbar^2}\sum_nE_{n0}|X_{n0}|^2=\frac{e^2}{\hbar^2}\langle[X,[H,X]]\rangle .$$

The second equality follows on expanding the double commutator, which gives $2\langle XHX\rangle-2E_0\langle X^2\rangle$, and inserting a complete set of states. The commutator itself is

$$[X,[H,X]]=ta\,[X,F-F^\dagger]=ta^2(F+F^\dagger)=-a^2H_{\rm hop}.$$

The backflow equals $K$, and $D=0$ at every finite $N$. Cleanness was not used.

The curvature gives the same result. With $U=e^{iqAX/\hbar}$ one has $UFU^\dagger=e^{iqaA/\hbar}F$, hence $H(A)=UHU^\dagger$. A constant $A$ leaves all energies unchanged.

**The ring.** The bond that joins site $N$ to site 1 would acquire a different phase under $U$, so a constant $A$ cannot in general be removed. In a clean ring of independent electrons $J$ commutes with $H$. For a closed shell the backflow then vanishes and $D=\pi K/L$. At half filling and large $N$,

$$\frac KL=\frac{e^2a^2}{\hbar^2}\,2\int_{-\pi/2a}^{\pi/2a}\frac{dk}{2\pi}\,2t\cos ka=\frac{4e^2ta}{\pi\hbar^2}=\frac{2e^2v}{\pi\hbar},\qquad D_b=\frac{2e^2v}{\hbar}.$$

The subscript $b$ marks this bulk value.

**Weighing the terms.** Exact diagonalization was applied to three spinless electrons on eight sites, with nearest-neighbour repulsion $1.5t$ and random site energies between $-0.5t$ and $0.5t$. In units with $ea/\hbar=t=1$, the open chain has $K=4.19$, and the net bracket is $3\times10^{-15}$, which is rounding error. The ring with the same site energies has $K=4.68$ and a net bracket of 4.50. A finite-difference curvature of its ground-state energy also gives 4.50. In this short ring, disorder and repulsion leave most of the free term in place, while open ends cancel all of it. The ring's result depends on its size: for independent electrons in a long disordered ring, localization suppresses the Drude weight as well.

## 3. What a zero Drude weight does not say

The proof holds for an insulator too, so $D=0$ in an open chain does not distinguish the two. The distinction lies in where the weight goes. With $K$ equal to the backflow, the two terms of $\sigma$ combine:

$$\frac1{E_{n0}}-\frac{E_{n0}}{E_{n0}^2-(\hbar z)^2}=\frac{1}{E_{n0}}\,\frac{z^2}{z^2-\omega_n^2},\qquad \hbar\omega_n=E_{n0},$$

$$\sigma(z)=\frac iL\sum_n\frac{2|J_{n0}|^2}{E_{n0}}\,\frac{z}{z^2-\omega_n^2}.$$

The total weight is still $K$, but it now sits at the transition energies.

## 4. The ends as the source of the peaks

For one electron, $F$ becomes the shift $S=\sum_j|j+1\rangle\langle j|$. Then

$$[H,[H,X]]=-t^2a\,[S+S^\dagger,S-S^\dagger]=-2t^2a\,[S^\dagger,S].$$

Since $S^\dagger S=1-|N\rangle\langle N|$ and $SS^\dagger=1-|1\rangle\langle1|$,

$$[H,[H,X]]=-2t^2a\big(|1\rangle\langle1|-|N\rangle\langle N|\big).$$

The acceleration is $-1/\hbar^2$ times this operator. It acts on the end sites alone and points inward at both. Without the ends the velocity would be conserved and there would be no optical transitions.

The eigenstates are $\phi_p(j)=\sqrt{2/(N+1)}\,\sin k_pj$, with $k_p=\pi p/(N+1)$ and energy $E_p=-2t\cos k_p$. Between two of them the commutator becomes

$$(E_p-E_q)^2X_{pq}=-2t^2a\,[\phi_p(1)\phi_q(1)-\phi_p(N)\phi_q(N)].$$

Because $\sin k_pN=(-1)^{p+1}\sin k_p$, the two end terms cancel for even $p-q$ and add for odd $p-q$. For odd $p-q$ the velocity element, $|v_{pq}|=|E_p-E_q||X_{pq}|/\hbar$, is

$$|v_{pq}|=\frac{4ta}{\hbar(N+1)}\,\frac{\sin k_p\sin k_q}{|\cos k_p-\cos k_q|}.$$

Let $m=q-p$ be odd and much smaller than $N$, with the levels on opposite sides of the Fermi energy. Both sines are close to one, and the difference of cosines is close to $m\pi/(N+1)$. Therefore

$$|v_{pq}|\simeq\frac{2v}{\pi m},\qquad \hbar\omega_m\simeq\frac{m\pi\hbar v}{L}.$$

An electron bouncing between the ends has a square-wave velocity $\pm v$ with period $2L/v$. The frequencies $\omega_m$ are its odd harmonics.

For each spin, $m$ pairs with difference $m$ straddle the Fermi energy. Their joint contribution to $2\sum|J_{n0}|^2/E_{n0}$ is

$$2\cdot2\cdot m\cdot e^2\,\frac{4v^2}{\pi^2m^2}\cdot\frac{L}{m\pi\hbar v}=\frac{16e^2vL}{\pi^3\hbar m^2}.$$

Division by the bulk value $K_b=2e^2vL/(\pi\hbar)$ gives the share

$$w_m=\frac{8}{\pi^2m^2},\qquad\sum_{m\ \rm odd}w_m=1 .$$

**Weighing the peaks.** Take $t=2$ eV, $a=0.25$ nm and $N=100$. Then $\hbar v=2ta=1$ eV nm, $L=101\times0.25=25.25$ nm and $\pi\hbar v/L=0.124$ eV. Numerical diagonalization gives:

| $m$ | mean energy (eV) | share of $K_b$ | $8/(\pi m)^2$ |
|---|---|---|---|
| 1 | 0.124 | 0.810 | 0.811 |
| 3 | 0.373 | 0.090 | 0.090 |
| 5 | 0.621 | 0.032 | 0.032 |

The total weight is 0.984 of the bulk value. This end correction follows from the occupied levels:

$$4t\sum_{p=1}^{N/2}\cos k_p=2t\Big[\frac1{\sin(\pi/2(N+1))}-1\Big]\simeq\frac{4t(N+1)}{\pi}\Big[1-\frac{\pi}{2(N+1)}\Big].$$

The first peak falls from 0.246 eV at 12.75 nm to 0.0157 eV at 200.25 nm. The product of energy and length stays at 3.14 eV nm, which is $\pi\hbar v$.

For contrast, let the bonds alternate between $1.1t$ and $0.9t$, with strong bonds at both ends. The bulk gap is $2(1.1-0.9)t=0.8$ eV. The first transition is at 0.831 eV for $N=100$ and at 0.802 eV for $N=400$. The open insulator also has $D=0$, but its weight does not approach zero energy as the chain grows.

## 5. The same weight seen in time

In this section $t$ is the time, not the hopping energy. Apply a short field pulse. A term $iz/(z^2-\omega_m^2)$ in $\sigma(z)$ is the transform $\int_0^\infty\cos(\omega_mt)\,e^{izt}dt$. The current relative to its bulk initial value is therefore

$$R(t)=\sum_{m\ \rm odd}\frac{8}{\pi^2m^2}\cos\frac{m\pi vt}{L}=1-\frac{2vt}{L},\qquad 0\le t\le L/v .$$

To verify the sum, put $x=vt/L$ and expand $1-2x$ in cosines on the unit interval. The mean is zero, and one integration by parts gives the coefficients

$$2\int_0^1(1-2x)\cos m\pi x\,dx=\frac{4}{m\pi}\int_0^1\sin m\pi x\,dx=\frac{4(1-\cos m\pi)}{m^2\pi^2}.$$

This is $8/(\pi m)^2$ for odd $m$ and zero for even $m$.

The pulse leaves an excess of electrons moving one way and a deficit of those moving the other way. Reflection cancels the current in a region of length $vt$ next to each end, hence the slope $-2v/L$. After $L/2v$ the regions overlap and the current reverses. In the linear spectrum the motion repeats with period $2L/v$ and averages to zero, which is the time-domain form of $D=0$. Before the ends are felt, the interior responds as a ring does.

For the 25.25 nm chain, $L/v$ is 16.6 fs. Direct propagation of the occupied orbitals after a weak pulse gives $R=0.500$, $0.000$ and $-0.500$ at one quarter, one half and three quarters of this time. At $t=L/v$ it gives $-0.969$ instead of $-1$. About half of the shortfall is missing weight: the computed $R$ starts at 0.984, the total weight found in Section 4, and its magnitude cannot exceed this value. The rest arises because the transition energies are not exact odd multiples of $\pi\hbar v/L$, so the cosines do not all reach $-1$ together.

## 6. Adding the peaks: the order of limits

Let $\Omega=\pi v/L$ and $x=z/\Omega$. The peak sum is

$$\sigma(z)=\frac{iD_b}{\pi z}\sum_{m\ \rm odd}\frac{8}{\pi^2m^2}\frac{x^2}{x^2-m^2},\qquad \frac{x^2}{m^2(x^2-m^2)}=\frac1{m^2}+\frac1{x^2-m^2}.$$

The first part sums to one. For the second, the partial-fraction series $\tan(\pi x/2)=(4x/\pi)\sum_{m\ \rm odd}1/(m^2-x^2)$ applies. With $y=\pi x/2$,

$$\sigma(z)=\frac{iD_b}{\pi z}\Big[1-\frac{\tan y}{y}\Big],\qquad y=\frac{zL}{2v}.$$

The prefactor is the response of the infinite metal. The second term in the bracket is the contribution of the ends.

**Length first.** Set $z=i\eta/\hbar$, where $\eta$ is a smoothing energy. It describes a field that grows as $e^{\eta t/\hbar}$. Since $\tan(iu)=i\tanh u$, the fraction of the bulk value is

$$1-\frac{\tanh u}{u},\qquad u=\frac{\eta L}{2\hbar v}.$$

For large $u$ the missing part is $1/u$. The response remembers the field over a time of about $\hbar/\eta$, too short for most electrons to feel an end. At fixed $\eta=0.1$ eV the 25.25 nm chain has $u=1.26$, and the numerical peak sum gives 0.325 of the bulk value. At 200.25 nm, $u=10.0$ and the fraction is 0.900.

**Frequency first.** At fixed $L$ and small $z$, $\tan y/y\simeq1+y^2/3$, so

$$\sigma(z)\simeq-iz\,\frac{D_bL^2}{12\pi v^2}.$$

This is the response of a polarizable object. The current is the rate of change of the dipole moment, so $\sigma=-iz\alpha/L$, and the polarizability is

$$\alpha=\frac{D_bL^3}{12\pi v^2}=\frac{e^2L^3}{6\pi\hbar v}.$$

For the example, $25.25^3/(6\pi)=854\ e^2\,\mathrm{nm^2/eV}$. Diagonalization in a small static field also gives 854. The growth as $L^3$ is the static trace of metallic behaviour: electrons shift along the whole chain until the gradient of their density balances the field.

## 7. Real collisions do not remove the ends

The energy $\eta$ is not a collision rate. Collisions relax momentum but conserve charge, so a steady current still has to vanish everywhere if it vanishes at an end. To include this, let $\rho$ be the excess charge density and $j$ the local current of right and left movers, and let momentum relax at the rate $\gamma$:

$$\partial_tj=\frac{D_b}{\pi}\mathcal E-\gamma j-v^2\partial_x\rho,\qquad \partial_t\rho+\partial_xj=0,\qquad j(0)=j(L)=0 .$$

At frequency $\omega$, continuity gives $\rho=\partial_xj/(i\omega)$. Substitution and multiplication by $i\omega$ yield

$$v^2\partial_x^2j+\omega(\omega+i\gamma)j=\frac{i\omega D_b}{\pi}\mathcal E .$$

With $\kappa=\sqrt{\omega(\omega+i\gamma)}/v$, the solution that vanishes at both ends is

$$j(x)=\frac{iD_b\mathcal E}{\pi(\omega+i\gamma)}\Big[1-\frac{\cos\kappa(x-L/2)}{\cos(\kappa L/2)}\Big].$$

Its average over the length gives

$$\sigma(\omega)=\frac{iD_b}{\pi(\omega+i\gamma)}\Big[1-\frac{\tan y}{y}\Big],\qquad y=\frac{\kappa L}{2}.$$

The prefactor is the Drude formula. The small-$y$ expansion gives the same capacitive law as before, with $\gamma$ cancelled, so $\sigma(0)=0$ at finite $L$. When $\mathrm{Im}\,y$ is large, $\tan y\to i$, and the relative deviation from Drude is $1/|y|$.

The partial fractions of Section 6, with $x^2=\omega(\omega+i\gamma)/\Omega^2$, turn this into damped oscillators:

$$\sigma(\omega)=\frac{iD_b}{\pi}\sum_{m\ \rm odd}\frac{w_m\,\omega}{\omega^2-m^2\Omega^2+i\gamma\omega}.$$

For weak damping each peak has full width $\gamma$ at half height, and neighbours lie $2\Omega$ apart. Width and spacing become equal at $L=2\pi\ell$, where $\ell=v/\gamma$ is the mean free path.

**Weighing collisions against length.** Let $\ell=30$ nm, so $\hbar\gamma=1/30=0.033$ eV. The dc Drude value is

$$\frac{D_b}{\pi\gamma}=\frac{4e^2}{h}\,\ell=4.65\ \mathrm{mS\,nm}$$

per chain. Width and spacing are equal at $2\pi\times30\approx190$ nm. At that length the higher peaks have already merged into a falling tail above the first maximum, with no second maximum up to $30\,\Omega$, whereas a 25.25 nm chain has separate peaks. At $\omega=\Omega$ the first oscillator alone contributes $w_1=0.81$ of the dc Drude value to $\mathrm{Re}\,\sigma$. For the 25.25 nm chain the full formula has its first maximum at 0.124 eV, also with height 0.81.

At a fixed energy $\hbar\omega=0.01$ eV, the deviation of $\sigma$ relative to the Drude value at that frequency is 1.005 for 25 nm, 0.47 for 250 nm and 0.043 for 2500 nm. The last figure agrees with $1/|y|$, since $|y|=23$. The shortest chain barely conducts at this frequency, although its electrons are as mobile as those of the longest.

## 8. Weighing what the independent-electron chain omits

**Temperature.** At 380 K, $k_BT=0.033$ eV, about a quarter of the first peak energy. The share of the $m=1$ transitions nevertheless remains 0.810. The thermal occupations $f_p$ enter as $\sum_p(f_p-f_{p+m})$. This sum telescopes to $m$ when the bottom of the band is full and the top empty, and near the Fermi energy the velocity elements and level spacings hardly vary.

**Coulomb forces.** These are the largest correction found here. They were included in the random-phase approximation, without exchange, by diagonalizing the coupled electron–hole excitations. The interaction was $e^2/(4\pi\varepsilon_0\sqrt{r^2+a^2})$, unscreened by any surroundings, with a neutralizing background. The main peak in the response to the applied field moves from 0.124 to 0.323 eV, a factor of 2.6. It carries 0.84 of the chain's own total weight. Charge piled up at the ends adds a restoring force. The Drude weight remains zero, because the interaction commutes with $X$. The peak energy depends on the softening length, which is $a$ in the formula above: half that length gives about 0.36 eV and twice that length about 0.29 eV. The approximation also treats the chain as a metal. At half filling, repulsion tends to open a correlation (Mott) gap, which this approximation misses, so the shifted peak illustrates the restoring force and is not a prediction for a real chain. The factor also depends on the chain length: it is about 2.4 for $N=50$ and 2.8 for $N=180$. The shifted peak therefore falls more slowly than $1/L$, and the inverse-length law holds here only for independent electrons.

**Many directions of motion.** In a three-dimensional metal with a spherical Fermi surface and flat, specular end faces, each transverse channel has its own longitudinal velocity $v_x=vc$, where $c$ is the cosine of the angle to the wire. The number of channels varies as $c\,dc$, and each has a Drude weight proportional to $c$. The mean is

$$\frac{\langle v_x\rangle}{v}=\frac{\int_0^1c^3dc}{\int_0^1c^2dc}=\frac34 ,$$

with a standard deviation of 0.19. Without Coulomb forces the first peak would have a mean energy of $0.75\times0.124=0.093$ eV and a standard deviation of about 0.024 eV. It would be lopsided, because the weight grows as $c^2$ up to an edge at $c=1$, which lies at 0.124 eV.

**Strong fields.** The potential drop along the chain equals the first peak energy at $0.124\ \mathrm{V}/25.25\ \mathrm{nm}=0.049$ MV/cm. For independent electrons this field is still weak. The static dipole departs from proportionality to the field by 0.002% here and by 0.2% at ten times the field. Now let the field vary as $\sin\omega t$ for three cycles at the first peak energy, starting from the ground state. The root-mean-square departure of the dipole from its linear response, relative to the root-mean-square linear dipole, is 0.5% at this amplitude and 41% at ten times the amplitude. The larger figure depends on the phase with which the field starts: a cosine gives 34%.

**Comparison with copper interconnects.** The model's velocity, $1.5\times10^6$ m/s, and its mean free path of 30 nm at 380 K are in the rough range for copper. A single half-filled chain is not copper, however, and its Coulomb shift cannot be transferred to a metal wire with many channels. The assumption that a working interconnect breaks most directly is the open end: contacts supply and remove charge. For a wire much longer than the mean free path, this changes the dc conductivity per chain from zero to about 4.65 mS nm within the collision model. With ideal contacts the approach is slow, as $L/(L+2\ell)$, which gives 3.9 mS nm at $L=10\ell$. The model also presumes collisions that destroy phase, such as those with phonons; static disorder in a long single chain localizes the electrons instead. Contact resistance, rough surfaces, grain boundaries and the lattice distortion to which a single chain may be prone are left out. The peaks therefore describe an isolated, clean segment, and their absence from a wire under dc bias would not contradict the calculation.
